# Knudsen filling time of a deep closed hole for trimethylaluminium vapour

## Problem

A straight cylindrical hole has diameter \(d=100\) nm and depth \(L=10\) micrometres. It is closed at the bottom and opens into a large reservoir of trimethylaluminium vapour, Al(CH₃)₃, at \(T=473\) K. Show that the slowest diffusion time of the vapour in the hole is near 3.3 microseconds when adsorption on the wall is neglected.

Assume the following.

- The vapour consists of single Al(CH₃)₃ molecules of mass \(m\), which collide with the wall but not with each other.
- A molecule that hits the wall leaves at once. Its new direction and speed do not depend on the old ones and are distributed as in equilibrium at the wall temperature.
- The hole is long, \(L\gg d\), and the reservoir holds the density at the mouth at a fixed value \(n_0\).

Write \(\Theta=k_BT\) for the thermal energy. In atomic units \(\Theta\) is in hartree, \(m\) in electron masses and lengths are in bohr. The equations keep their form in any consistent set of units, and the numbers below are in engineering units.

(a) Find the mean duration and the mean squared axial length of a flight from wall to wall.
(b) Find the diffusion coefficient along the hole.
(c) Find the slowest decay time of a density deviation, and its value.
(d) How long does an empty hole take to fill to 99%?
(e) How far do the finite length and the other simplifications move the result?

## Hints

1. Fast molecules hit a wall more often than slow ones. In equilibrium the molecules leaving a wall balance those arriving, so the speed distribution of the leaving molecules carries an extra factor of the speed.
2. Describe the direction of flight by its angle to the hole axis and by an azimuth about that axis, measured from the wall normal. The averages then factorize.
3. Axial steps to the left and to the right are equally likely. What does this do to the cross terms in the square of the total displacement?
4. At the mouth the density deviation vanishes. At the bottom the flux vanishes. How many quarter waves fit into the hole?

## Solution

### (a) One flight

In equilibrium the speeds \(c\) in the gas have the density \(f(c)\propto c^2e^{-ac^2}\), with \(a=m/(2\Theta)\). The mean speed is

\[
v=\frac{\int_0^\infty c^3e^{-ac^2}dc}{\int_0^\infty c^2e^{-ac^2}dc}
=\frac{1/(2a^2)}{\sqrt\pi/(4a^{3/2})}=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8\Theta}{\pi m}} .
\]

The number of molecules that reach a wall element per unit time is proportional to \(c\cos\theta\), where \(\theta\) is the angle to the normal. The leaving molecules have the same distribution: weight \(c f(c)\) in speed and \(\cos\theta/\pi\) per unit solid angle, independent of each other. Hence

\[
\left\langle \frac1c\right\rangle=\frac{\int f\,dc}{\int c f\,dc}=\frac1v .
\]

Let \(\alpha\) be the angle between the flight and the hole axis, and \(\phi\) the azimuth from the inward normal, with \(0<\alpha<\pi\) and \(-\pi/2<\phi<\pi/2\). The component of the direction along the normal is \(\cos\theta=\sin\alpha\cos\phi\), and the solid angle element is \(\sin\alpha\,d\alpha\,d\phi\). The probability of a direction is therefore

\[
\frac{1}{\pi}\sin^2\!\alpha\,\cos\phi\;d\alpha\,d\phi ,
\]

which integrates to \((1/\pi)(\pi/2)(2)=1\).

For the chord length \(\ell\), look along the axis. The molecule starts on a circle of radius \(d/2\) and travels a distance \(\ell\sin\alpha\) in the plane of the circle, at angle \(\phi\) to the inward normal. It meets the circle again when

\[
\left(\frac d2\right)^2-2\,\frac d2\,\ell\sin\alpha\cos\phi+\ell^2\sin^2\alpha=\left(\frac d2\right)^2
\quad\Rightarrow\quad \ell=\frac{d\cos\phi}{\sin\alpha}.
\]

The axial step is \(z=\ell\cos\alpha=d\cos\phi\cot\alpha\). The averages are

\[
\langle\ell\rangle=\frac d\pi\int_0^\pi\!\sin\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\!\cos^2\!\phi\,d\phi
=\frac d\pi\cdot2\cdot\frac\pi2=d,
\]

\[
\langle z^2\rangle=\frac{d^2}{\pi}\int_0^\pi\!\cos^2\!\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\!\cos^3\!\phi\,d\phi
=\frac{d^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3},
\]

and \(\langle z\rangle=0\), because \(\cot\alpha\) changes sign under \(\alpha\to\pi-\alpha\). Speed and direction are independent, so the mean flight time is

\[
\langle t\rangle=\langle\ell\rangle\langle1/c\rangle=\frac dv .
\]

### (b) Diffusion coefficient

After \(N\) flights the axial displacement is \(Z=z_1+\dots+z_N\). The steps are independent and have zero mean, so the cross terms \(\langle z_iz_j\rangle\) vanish and \(\langle Z^2\rangle=N\langle z^2\rangle\). The elapsed time is close to \(N\langle t\rangle\) for large \(N\), since the spread of a single flight time is finite: \(\langle\ell^2\rangle=4d^2/3\) and \(\langle1/c^2\rangle=a\). Comparison with the law of one-dimensional diffusion, \(\langle Z^2\rangle=2Dt\), gives

\[
D=\frac{\langle z^2\rangle}{2\langle t\rangle}=\frac{2d^2/3}{2d/v}=\frac{d\,v}{3}.
\]

The pressure does not appear, because the wall alone limits the flights. A diffusion equation with this \(D\) describes densities that change little over a length \(d\) and over a time \(d/v\).

### (c) The slowest mode

Let \(x\) run from the mouth, \(x=0\), to the bottom, \(x=L\). The deviation \(w=n-n_0\) obeys

\[
\frac{\partial w}{\partial t}=D\frac{\partial^2w}{\partial x^2},\qquad w(0,t)=0,\qquad \frac{\partial w}{\partial x}(L,t)=0 .
\]

Insert \(w=X(x)e^{-kt}\), which gives \(DX''=-kX\). Multiply by \(X\) and integrate by parts. The boundary term \(XX'\) vanishes at both ends, so \(k\int X^2dx=D\int X'^2dx\), and \(k\) is positive. The solution that vanishes at the mouth is \(X=\sin qx\) with \(k=Dq^2\). Zero flux at the bottom requires \(\cos qL=0\), so

\[
q_j=\frac{(2j+1)\pi}{2L},\qquad k_j=D\left[\frac{(2j+1)\pi}{2L}\right]^2,\qquad j=0,1,2,\dots
\]

The slowest mode, \(j=0\), is a quarter wave. Its decay time is

\[
\boxed{\;\tau=\frac1{k_0}=\frac{4L^2}{\pi^2D}=\frac{12\,L^2}{\pi^2\,d\,v}\;}
\]

The next mode decays nine times faster.

For the numbers, \(\Theta=0.04076\) eV and \(m=72.087\) u. With eV and u converted to SI units,

\[
v=\sqrt{\frac{8\times0.04076\ \text{eV}}{\pi\times72.087\ \text{u}}}=372.7\ \text{m/s}.
\]

The mean flight lasts \(d/v=0.268\) ns, and

\[
D=\frac{(10^{-7}\ \text{m})(372.7\ \text{m/s})}{3}=0.1242\ \text{cm}^2/\text{s},
\]

\[
\tau=\frac{4\,(10^{-3}\ \text{cm})^2}{\pi^2\times0.1242\ \text{cm}^2/\text{s}}=3.26\times10^{-6}\ \text{s}=3.26\ \text{microseconds},
\]

or \(1.35\times10^{11}\) atomic units of time. This is the value asked for.

The time grows as \(L^2\) at fixed width and as \(1/d\) at fixed depth. If the whole hole is scaled up at fixed \(L/d\), it grows in proportion to the size. At fixed geometry it varies as \(\sqrt{m/T}\), so a modest change of temperature matters little as long as the walls stay inert.

### (d) Filling an empty hole

An empty hole has \(w(x,0)=-n_0\). Expand the missing density \(-w\) in the modes. They are orthogonal on \(0<x<L\), with \(\int_0^L\sin^2q_jx\,dx=L/2\), so the amplitudes are

\[
A_j=\frac2L\int_0^Ln_0\sin q_jx\,dx=\frac{2n_0}{q_jL},
\]

where \(\cos q_jL=0\) removed the upper limit. The average of \(\sin q_jx\) over the hole is \(1/(q_jL)\). The missing fraction of the final gas content is therefore

\[
M(t)=\sum_{j=0}^\infty\frac{2}{(q_jL)^2}e^{-k_jt}
=\sum_{j=0}^\infty\frac{8}{\pi^2(2j+1)^2}\,e^{-(2j+1)^2t/\tau}.
\]

At \(t=\tau\) the first term gives \(M=0.298\), so the hole is then about 70% full. For \(M=0.01\) the higher terms are negligible, and

\[
t_{99}=\tau\ln\frac{800}{\pi^2}=14.3\ \text{microseconds}.
\]

Emptying an inert hole into vacuum follows the same law, because the equation is linear.

### (e) What the simplifications cost

**Finite length.** Near the mouth the density changes over a distance comparable with one flight, and the diffusion equation is not reliable there. Rare long flights along the axis add a smaller correction everywhere in the hole: even in a tube without ends, a wave with \(q=\pi/(2L)\) decays about 0.9% more slowly than \(Dq^2\) at \(L/d=100\). The flights themselves can be followed instead. Put \(s=|z|/d\) and change variable from \(\alpha\) to \(s\) at fixed \(\phi\). From \(\cot\alpha=s/\cos\phi\) follow \(\sin^2\alpha=\cos^2\phi/(\cos^2\phi+s^2)\) and \(|d\alpha|=\cos\phi\,ds/(\cos^2\phi+s^2)\). The probability density of a step in one given direction, per unit \(s\), is

\[
p(s)=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{\cos^4\phi}{(\cos^2\phi+s^2)^2}\,d\phi
=1-\frac{s\,(s^2+3/2)}{(1+s^2)^{3/2}} .
\]

The integral follows from writing the integrand as \(1-2s^2/(\cos^2\phi+s^2)+s^4/(\cos^2\phi+s^2)^2\). With \(b=s^2\), the integral of \(1/(\cos^2\phi+b)\) is \(\pi/\sqrt{b(1+b)}\), and minus its derivative with respect to \(b\) gives the integral of the squared denominator.

Divide the wall into narrow rings. The density \(p\) gives the matrix of probabilities for passing from ring to ring. Flights that cross the mouth are lost, and the bottom is treated as a mirror, which carries no net flux. Let \(\lambda\) be the largest eigenvalue of this matrix. In a mode that decays as \(e^{-kt}\), the molecules now leaving the wall started their last flight earlier, when there were more of them by a factor \(e^{kt'}\), where \(t'\) is the flight time. This requires, to leading order in the small number \(k\langle t\rangle\),

\[
1=\lambda\,(1+k\langle t\rangle)\quad\Rightarrow\quad k\simeq\frac{1-\lambda}{\langle t\rangle}=\frac{(1-\lambda)\,v}{d}.
\]

With ring widths \(d/5\) and \(d/10\), extrapolated to zero width, the decay time is 3.37 microseconds, which is 3.4% above the diffusion value. For a hole with \(L/d=25\) the excess over its own diffusion value is 11.7%. These percentages hold for the mirror bottom and the leading-order rule. A bottom that re-emits diffusely, like the side wall, lowers them to about 3.2% and 11.2%, and weighting each flight with its own duration lowers the second by a further few tenths of a percent, while the time stays at 3.37 microseconds. The 99% filling time of part (d) rises to about 14.8 microseconds. The diffusion formula thus improves as the hole gets longer, and at \(L/d=100\) both values lie within 0.1 microseconds of the stated 3.3 microseconds.

**Gas collisions.** For identical molecules of diameter \(\delta\) at pressure \(P\), kinetic theory gives the mean free path \(\Theta/(\sqrt2\,\pi\delta^2P)\). With a rough \(\delta=0.6\) nm and a total pressure of 1 Torr, it is about 31,000 nm, far more than \(d\). As an estimate, let wall and gas collisions add their resistances, \(1/D=3/(dv)+3/(\text{path}\times v)\). The time then rises by the ratio of \(d\) to the path, or 0.3%. This gives only the order of magnitude and is too low, because collisions cut the longest flights first and the simple sum does not account for that. With isotropic scattering at the same fixed path, the rise is about 0.8% in a tube without ends and about 0.5% at the wavelength of the slowest mode. Once the path becomes comparable with \(d\), the result for \(\tau\) fails.

**Size of the molecule.** Its centre moves in a hole of diameter \(d-\delta\). Since \(\tau\propto1/d\), the time rises by about 0.6%.

**Dimers.** Trimethylaluminium can form pairs. A vapour made wholly of dimers has twice the molecular mass and a time longer by \(\sqrt2\), or 4.6 microseconds. This is a limit for a mixture of monomers and dimers under the same wall rules, not an estimate of the actual mixture.

## Variation 1: molecules that rest on the wall

*Let each impact be followed by a mean stay \(s_w\) on a sparsely covered wall. By what factor does \(\tau\) change, and which binding energy doubles it?*

The axial steps are unchanged, but each now takes \(d/v+s_w\) on average. Hence \(D\) falls, and \(\tau\) rises, by the factor

\[
\frac{\tau'}{\tau}=1+\frac{s_wv}{d}.
\]

A balance of populations gives the same result. Let \(G\) molecules be in the gas and \(A\) on the wall, in the slowest mode. Each gas molecule hits the wall at the rate \(v/d\), so when exchange is fast compared with the decay, \(A=(s_wv/d)G\). Only the gas leaks out, \(d(G+A)/dt=-G/\tau\), and the sum decays with the time \(\tau(1+s_wv/d)\).

Take a stay of the form \(s_w=\nu^{-1}e^{E/\Theta}\), with binding energy \(E\) and attempt frequency \(\nu\). The time doubles when \(s_w=d/v\), so

\[
E_2=\Theta\ln\frac{\nu d}{v}=0.322\ \text{eV}
\]

for a rough \(\nu=10^{13}\) per second. At an illustrative \(E=0.5\) eV the stay is about 21 ns. This is short on a laboratory scale but about 80 times the flight time, and the slowest time becomes roughly 260 microseconds. Neglecting adsorption therefore requires binding well below \(E_2\), not merely stays shorter than \(\tau\).

## Variation 2: a wall that consumes the vapour

*Let the wall have \(\sigma\) sites per unit area, each of which binds one molecule permanently. How long does the vapour take to saturate the wall down to the bottom?*

Per unit length, the wall can hold \(\pi d\sigma\) molecules, while the gas at density \(n_0=P_1/\Theta\) holds \(\pi d^2n_0/4\), where \(P_1\) is the precursor pressure. The ratio is

\[
\beta=\frac{4\sigma}{d\,n_0}=\frac{4\sigma\Theta}{d\,P_1}.
\]

Suppose that bare sites capture the gas within a short distance. A sharp front at \(x_f\) then separates saturated from bare wall. For \(\beta\gg1\) it moves slowly, and the gas behind it has time to take up a linear profile from \(n_0\) at the mouth to zero at the front. The arriving molecules pay for the advance of the front:

\[
\frac{\pi d^2}{4}\,\frac{Dn_0}{x_f}=\pi d\,\sigma\,\frac{dx_f}{dt}
\quad\Rightarrow\quad x_f\frac{dx_f}{dt}=\frac D\beta
\quad\Rightarrow\quad x_f^2=\frac{2Dt}{\beta}.
\]

The front reaches the bottom at

\[
t_s=\frac{\beta L^2}{2D}=\frac{\pi^2\beta}{8}\,\tau .
\]

A simulation of a sharp front that keeps the gas stored behind it gives a time about 2% longer than this formula at \(\beta=20\).

With roughly 4 sites per nm² and a precursor pressure of 0.1 Torr, \(\beta\approx7.8\times10^4\), and

\[
t_s\approx\frac{7.8\times10^4\,(10^{-3}\ \text{cm})^2}{2\times0.124\ \text{cm}^2/\text{s}}\approx0.3\ \text{s},
\]

about \(10^5\) times \(\tau\). The hole must be supplied with its own gas content tens of thousands of times over.

The front is sharp if the sticking probability \(\gamma\) on a bare site is not too small. Ahead of the front a molecule is captured at the rate \(\gamma v/d\), so for \(\gamma\ll1\) the steady density obeys \(Dn''=(\gamma v/d)n\) and falls off over the length \(\sqrt{Dd/(\gamma v)}=d/\sqrt{3\gamma}\). This is much less than \(L\) if \(\gamma\gg d^2/(3L^2)\), which is about \(3\times10^{-5}\) here. At a hundred times this value the length is still a tenth of \(L\), so \(\gamma\) should be at least that large before \(t_s\) is a good estimate for the bottom of the hole. With weaker sticking the last sites there fill noticeably later.

Alumina can be deposited on a surface from trimethylaluminium and water, supplied in turn. Such a process breaks the assumption of inert walls, since deposition relies on the vapour reacting with them. In this model that moves the time from microseconds to tenths of a second at the stated pressure and site density. The 3.3 microseconds describe how fast gas spreads through a hole whose walls no longer hold it, and should not be used as a dose time. The computed values are collected in the numerical output.

## Table of computed values

```
Hole diameter: 100 nm
Hole depth: 10000 nm
Depth/diameter: 100
Temperature: 473 K
Thermal energy: 0.04076 eV
Molecular mass: 72.087 u
Mean speed: 372.7 m/s
Mean chord/diameter, quadrature: 1.000000
Mean squared step/diameter^2, quadrature: 0.666667
Mean flight time: 0.2683 ns
Knudsen diffusivity: 0.1242 cm2/s
Slowest diffusion time tau: 3.262 us
tau in atomic units: 1.3486e+11 a.u.
Second-mode time: 0.362 us
Grid rate ratio, second/first mode: 8.9999
Missing gas fraction at tau: 0.2982
99% filling time: 14.34 us
Ring-calculation decay time: 3.372 us
Ring excess over tau, this hole: 3.38 %
Short test hole depth/diameter: 25
Ring excess over tau, short hole: 11.74 %
Rough molecular diameter: 0.6 nm
Total pressure: 1.0 Torr
Estimated mean free path: 30625 nm
Estimated increase from gas collisions: 0.33 %
Estimated increase from molecular size: 0.60 %
tau for a vapour wholly of dimers: 4.61 us
Rough attempt frequency: 1e+13 1/s
Binding energy that doubles tau: 0.322 eV
Illustrative binding energy: 0.50 eV
Wall stay at that energy: 21.3 ns
Slowing factor at that energy: 80.2
tau with that reversible adsorption: 262 us
Rough wall site density: 4.0 1/nm2
Precursor pressure: 0.10 Torr
Wall/gas capacity ratio: 7.837e+04
Wall saturation time: 0.315 s
Saturation time/tau: 9.669e+04
Capacity ratio in front test: 20
Front test, simulated/formula time: 1.0162
```
